\section*{Quadrupole perturbation of angular correlations in powders for spin 5/2, part 2}

A nuclear level of spin $I=5/2$ and mean life $\tau$ is fed from an unoriented level $I_i$ by a first photon (multipole order $L_1$, direction $\mathbf k_1$) and decays to $I_f$ by a second ($L_2$, $\mathbf k_2$) after a delay $t$; $\theta$ is the angle between the directions and $\lambda$ the photon helicity. In a powder with a static electric field gradient $V_{ij}$, axial about $\mathbf n$, the rank-2 perturbation factor is to be shown to be
\begin{equation}
G_{22}(t)=\frac15+\frac{13}{35}\cos\omega_0t+\frac{10}{35}\cos2\omega_0t+\frac{5}{35}\cos3\omega_0t,\qquad \omega_0=\frac{3eQV_{zz}}{20\hbar}.
\label{eq:result}
\end{equation}
Its constant is called the hard core.

Spin operators are in units of $\hbar$, and $I_\pm=I_x\pm iI_y$. With quadrupole moment $Q$ and $\kappa=eQ/[I(2I-1)]$,
\begin{equation}
H=\frac16\,\kappa\cdot3\sum_{ij}V_{ij}I_iI_j=\frac{eQ}{2I(2I-1)}\sum_{ij}V_{ij}I_iI_j .
\label{eq:Hcart}
\end{equation}
In the axial case, with $m$ along $\mathbf n$, $E_m=\hbar\omega_Qd(m)$, $d(m)=3m^2-35/4$, $\omega_Q=eQV_{zz}/40\hbar=\omega_0/6$; also $\nu_Q=eQV_{zz}/h$.

The substate populations after the first photon and the detection efficiencies for the second are
\begin{equation}
p_1(m)\propto\sum_{\lambda=\pm1}\langle Im;L_1\lambda|I_i,m+\lambda\rangle^2 .
\label{eq:p1}
\end{equation}
\begin{equation}
p_2(m)\propto\sum_{\lambda=\pm1}\langle I_f,m-\lambda;L_2\lambda|Im\rangle^2 .
\label{eq:p2}
\end{equation}
They are the diagonals of $\rho(0)$ along $\mathbf k_1$ and $\varepsilon$ along $\mathbf k_2$. Apart from $e^{-t/\tau}$, the coincidence rate is
\begin{equation}
W=\operatorname{Tr}\big[U\rho(0)U^\dagger\varepsilon\big],\qquad U=e^{-iHt/\hbar},
\label{eq:W}
\end{equation}
and its powder average is
\begin{align}
W(\theta,t)&=1+A_{22}G_{22}(t)P_2(\cos\theta)+A_{44}G_{44}(t)P_4(\cos\theta),\qquad A_{kk}=\frac{a_kb_k}{6},\label{eq:Wpowder}\\
G_{kk}(t)&=\frac1{2k+1}\sum_q\operatorname{Tr}\big[U\,T_{kq}\,U^\dagger\,T_{kq}^\dagger\big]
=\frac1{2k+1}\sum_q\sum_{ab}\big|\langle a|T_{kq}|b\rangle\big|^2\cos\frac{(E_a-E_b)t}{\hbar}.\label{eq:G}
\end{align}
Here $|a\rangle,|b\rangle$ are eigenstates of any static $H$ fixed in the crystallite, and $a_k=\sum_mp_1(m)\langle m|T_{k0}|m\rangle$, $b_k$ likewise with $p_2$, both $p$ having mean 1.

The spherical tensors $T_{kq}$, unique within the level up to a factor, are orthonormal in the trace product:
\begin{equation}
T_{20}=\frac{3I_z^2-\frac{35}4}{\sqrt{336}},\qquad T_{21}=-\frac{I_zI_++I_+I_z}{\sqrt{224}},\qquad T_{22}=\frac{I_+^2}{\sqrt{224}} .
\end{equation}
With $c_m=\langle m+1|I_+|m\rangle$, $c_m^2=5,8,9,8,5$ for $m=-\tfrac52,\dots,\tfrac32$; the squared elements of $I_+^2$ are $40,72,72,40$ for $m=-\tfrac52,\dots,\tfrac12$.

Now take the crystal $z$ axis along $\mathbf n$, so that the eigenstates in \eqref{eq:G} are the $|m\rangle$, and treat each $q$ in turn. The component $q=0$ is diagonal, all its energy differences vanish, and it contributes its whole weight $1/5$ as a constant. The component $q=1$ connects $m$ to $m+1$ with the element $-(2m+1)c_m/\sqrt{224}$, because $I_z$ acts once on $|m+1\rangle$ and once on $|m\rangle$. The frequency is $(E_{m+1}-E_m)/\hbar=3(2m+1)\omega_Q=(m+\tfrac12)\omega_0$. For $m=-\tfrac52,\dots,\tfrac32$ the squared numerators are $16\cdot5,\ 4\cdot8,\ 0,\ 4\cdot8,\ 16\cdot5=80,32,0,32,80$, with sum 224 as the normalization requires, and the frequencies are $-2\omega_0,-\omega_0,0,\omega_0,2\omega_0$. The component $q=-1$ contributes the same cosines, so
\begin{equation}
G_{22}^{|q|=1}=\frac25\cdot\frac{64\cos\omega_0t+160\cos2\omega_0t}{224}=\frac4{35}\cos\omega_0t+\frac{10}{35}\cos2\omega_0t .
\end{equation}
The component $q=2$ connects $m$ to $m+2$ at the frequency $3(4m+4)\omega_Q=2(m+1)\omega_0$. For $m=-\tfrac52,\dots,\tfrac12$ the frequencies are $-3\omega_0,-\omega_0,\omega_0,3\omega_0$, with the weights $40,72,72,40$ found above:
\begin{equation}
G_{22}^{|q|=2}=\frac25\cdot\frac{144\cos\omega_0t+80\cos3\omega_0t}{224}=\frac9{35}\cos\omega_0t+\frac5{35}\cos3\omega_0t .
\end{equation}
The sum of the three parts is \eqref{eq:result}, with amplitudes $s_0,\dots,s_3=7,13,10,5$ over 35, which add up to 1. The line at $\omega_0$ is the strongest because the splitting between $|m|=\tfrac12$ and $|m|=\tfrac32$ is reached in two ways, by $\tfrac12\leftrightarrow\tfrac32$ with $|q|=1$ and by $-\tfrac12\leftrightarrow\tfrac32$ with $|q|=2$, while the other two splittings are each reached in one way only, the alternatives needing $|q|=4$ or $3$. By the uniqueness of the tensors, the squared elements are proportional to squared $3j$ symbols, and the normalization $\sum_{mm'}\left(\begin{smallmatrix}I&I&k\\m'&-m&q\end{smallmatrix}\right)^2=1/(2k+1)$ at fixed $q$ turns \eqref{eq:G} for the axial case into $\sum_{mm'}\left(\begin{smallmatrix}I&I&k\\m'&-m&m-m'\end{smallmatrix}\right)^2\cos[(E_m-E_{m'})t/\hbar]$. Evaluated for $k=4$ this sum gives the amplitudes $1/9,\ 5/21,\ 2/7,\ 23/63$ at the same four frequencies.

The hard core has a lower bound that holds for any static gradient. The sum over $q$ in \eqref{eq:G} is unchanged by a unitary change of basis among the five rank-2 operators, since it is the trace of the map $A\mapsto UAU^\dagger$ restricted to that space. By \eqref{eq:Hcart}, $H$ is itself a rank-2 operator, so the basis can be chosen with $H/\sqrt{\operatorname{Tr}H^2}$ as its first member. That member commutes with $U$ and contributes $1/5$ at all times. Each of the other four adds to the constant term the sum of $|\langle a|T|b\rangle|^2/5$ over pairs with $E_a=E_b$, which is not negative. Hence $s_0\ge1/5$: the component of the initial alignment that has the form of the Hamiltonian is conserved, and in a powder one fifth of the alignment has that form. In the axial case equality requires that no $q\ne0$ component join degenerate states. The degenerate pairs are $(m,-m)$, joined by $q=2m$. For half-integer $m$ and $|q|\le2$ only $-\tfrac12\leftrightarrow\tfrac12$ is possible, and its element vanished above through the factor $2m+1$. This zero is required by time reversal. For half-integer spin the antiunitary operator $\Theta$ has $\Theta^2=-1$ and $\langle\phi|\psi\rangle=\langle\Theta\psi|\Theta\phi\rangle$. A Hermitian operator $A$ with real coefficients and quadratic in the spin commutes with $\Theta$, so
\begin{equation}
\langle a|A\Theta a\rangle=\langle\Theta A\Theta a|\Theta a\rangle=\langle A\Theta^2a|\Theta a\rangle=-\langle a|A\Theta a\rangle=0 .
\label{eq:kramers}
\end{equation}
Every rank-2 operator is a linear combination of such $A$, so none connects the two members of a Kramers doublet, and the axial hard core of $G_{22}$ is $1/5$ for every half-integer $I\ge\tfrac32$. For integer spin the argument fails. For $I=1$, $I_+^2$ has the single element $-1\to+1$ between degenerate states, so $q=\pm2$ are wholly static, while $q=\pm1$ connect $m=0$ with $m=\pm1$ across the splitting; the hard core is $3/5$.

Without axial symmetry the principal values are $V_{xx}=-\tfrac12(1-\eta)V_{zz}$, $V_{yy}=-\tfrac12(1+\eta)V_{zz}$ and $V_{zz}$, with $0\le\eta\le1$. Inserting them in \eqref{eq:Hcart}, with $I_x^2+I_y^2=\mathbf I^2-I_z^2$ and $I_x^2-I_y^2=\tfrac12(I_+^2+I_-^2)\equiv X$, gives $H=\hbar\omega_Q\,h$ with $h=3I_z^2-\tfrac{35}4+\eta X$. The operator $X$ changes $m$ by two, so $h$ splits into the block $m=\tfrac52,\tfrac12,-\tfrac32$ and its time-reversed partner. The block has diagonal elements $10,-8,-2$ and off-diagonal elements $\tfrac12\eta\sqrt{40}$ between $\tfrac52$ and $\tfrac12$ and $\tfrac12\eta\sqrt{72}$ between $\tfrac12$ and $-\tfrac32$, with squares $10\eta^2$ and $18\eta^2$. Its trace is zero, the sum of its principal $2\times2$ minors is $(-80-10\eta^2)+(-20)+(16-18\eta^2)=-28(3+\eta^2)$, and its determinant is $10(16-18\eta^2)+20\eta^2=160(1-\eta^2)$. The levels $\epsilon=E/\hbar\omega_Q$ solve
\begin{equation}
\epsilon^3-P\epsilon-D=0,\qquad P=28(3+\eta^2),\quad D=160(1-\eta^2).
\label{eq:cubic}
\end{equation}
The roots are distinct, since $4P^3\ge4\cdot84^3>27\cdot160^2\ge27D^2$. Three doublets still give three splittings with $\omega_3=\omega_1+\omega_2$, but the ratios depend on $\eta$. At $\eta=1$, where $D=0$ and the levels are $0,\pm\sqrt{112}$, the two smaller splittings coincide and only two distinct frequencies remain. The hard core then exceeds $1/5$, as the following argument shows. The operator $h_\perp=X-\mu h$ with $\mu=\operatorname{Tr}(Xh)/\operatorname{Tr}h^2$ is of rank 2 and orthogonal to $h$, and can serve as the second member of the basis. By the Hellmann--Feynman theorem $\langle a|X|a\rangle=\epsilon_a'$, the derivative with respect to $\eta$, so its diagonal elements are $\epsilon_a'-\mu\epsilon_a$. They add nothing to $s_0$ only if $\epsilon_a'=\mu\epsilon_a$ for all three roots. Differentiating \eqref{eq:cubic} gives $(3\epsilon^2-P)\epsilon'=56\eta\epsilon-320\eta$. With $\epsilon'=\mu\epsilon$ and $\epsilon^3=P\epsilon+D$ the left side is $\mu(2P\epsilon+3D)$. A linear relation that holds at three distinct roots holds identically, so $2\mu P=56\eta$ and $3\mu D=-320\eta$. For $0<\eta\le1$ the first makes $\mu$ positive, and the second is then impossible because $D\ge0$. Thus $s_0>1/5$ for every such $\eta$. At $\eta=0.5$ the levels are $-8.7952,\ -1.3454,\ 10.1407$, the frequencies stand as $1:1.5418:2.5418$, and the numerical powder average gives a hard core of $0.23733$. A measured ratio $\omega_2/\omega_1$ different from 2 is therefore a signal that the amplitudes of \eqref{eq:result}, including the constant, must be recomputed.

Within its conditions, \eqref{eq:result} is periodic with period $2\pi/\omega_0$ and returns to 1 after each period. With $x=\cos\omega_0t$, $\cos2\omega_0t=2x^2-1$ and $\cos3\omega_0t=4x^3-3x$,
\begin{equation}
35\,G_{22}=7+13x+10(2x^2-1)+5(4x^3-3x)=20x^3+20x^2-2x-3 .
\end{equation}
The derivative $60x^2+40x-2$ vanishes at $x=(-10\pm\sqrt{130})/30$, and the second derivative $120x+40=\pm4\sqrt{130}$ makes the upper root a minimum and the lower root a maximum. The minimum lies at $x=0.04673$ with $G_{22}=-0.08708$. At half period, $x=-1$, the value is $-1/35=-0.02857$, which is higher, so the interior minimum is the absolute one. Where $G_{22}<0$ the $P_2$ term of the correlation has the opposite sign to the unperturbed one. For $3\omega_0t\ll1$, expanding the cosines to second order gives
\begin{equation}
G_{22}\simeq1-\frac12\,\frac{13+4\cdot10+9\cdot5}{35}\,(\omega_0t)^2=1-\frac75(\omega_0t)^2 .
\end{equation}
The same coefficient follows without the spectrum, because $\langle a|[H,T]|b\rangle=(E_a-E_b)\langle a|T|b\rangle$ turns the $t^2$ term of \eqref{eq:G} into $-(t^2/10\hbar^2)\sum_q\operatorname{Tr}\{[H,T_{2q}][H,T_{2q}]^\dagger\}$. If the detectors do not resolve time, all delays are summed with the weight $e^{-t/\tau}dt/\tau$. Since $\int_0^\infty e^{-t/\tau+i\omega t}dt/\tau=1/(1-i\omega\tau)$ has the real part $1/(1+\omega^2\tau^2)$,
\begin{equation}
\overline{G}_{22}=\frac15+\sum_{n=1}^3\frac{s_n}{1+(n\omega_0\tau)^2},
\label{eq:int}
\end{equation}
which falls from 1 at $\omega_0\tau=0$ towards $1/5$ as $\omega_0\tau\to\infty$. However strong the static axial interaction, a fifth of the rank-2 anisotropy survives, which is the sense of the name hard core.

Two further departures act differently on the constant. If the sites have axial static gradients of different sizes, $W$ is averaged over $\omega_0$. For a Gaussian distribution of mean $\bar\omega_0$ and standard deviation $\delta$, the average of $e^{in\omega_0t}$ is $e^{in\bar\omega_0t}e^{-n^2\delta^2t^2/2}$, so each cosine is damped, the higher harmonics faster, and $G_{22}$ settles at $1/5$. If the axis of the gradient changes direction during the lifetime, $U$ is no longer $e^{-iHt/\hbar}$ with one fixed $H$, the conserved operator used in the bound does not exist, and nothing in the argument protects the constant. A magnetic hyperfine field adds a rank-1 term to $H$; formula \eqref{eq:G} survives if the field is fixed in the crystallite, but the level scheme, the Kramers degeneracy and the rank-2 character of $H$ do not.

A model with round parameters shows the sizes: $Q=0.5$ b, $V_{zz}=5\times10^{21}$ V/m$^2$, $\tau=100$ ns. With $1\ \mathrm b=10^{-28}$ m$^2$, the coupling energy is $eQV_{zz}=0.5\times10^{-28}\times5\times10^{21}$ eV $=250$ neV, and division by $h$ gives $\nu_Q=60.450$ MHz. Then $\omega_Q=2\pi\nu_Q/40=9.4954$ Mrad/s, and the three frequencies $6\omega_Q,12\omega_Q,18\omega_Q$ are $56.973$, $113.945$ and $170.918$ Mrad/s. The fundamental corresponds to $\omega_0/2\pi=9.0675$ MHz and a period of $110.28$ ns, close to the lifetime, so the first recurrence of $G_{22}$ falls where the coincidence rate has dropped by somewhat more than a factor $e$.

For the cascade take $\tfrac72\to\tfrac52\to\tfrac12$, a pure dipole followed by a pure quadrupole transition. Both couplings are stretched, $J=j_1+j_2$, and their coefficients follow by counting. The state $|JM\rangle$ is the symmetric state of $2J$ spins one half, an equal superposition of the $\binom{2J}{J+M}$ arrangements with $J+M$ spins up. Dividing the spins into groups of $2j_1$ and $2j_2$, the arrangements with projections $m_1,m_2$ number $\binom{2j_1}{j_1+m_1}\binom{2j_2}{j_2+m_2}$ and form the product of the symmetric states $|j_1m_1\rangle|j_2m_2\rangle$, so the squared coefficient is the ratio of the two counts. For \eqref{eq:p1} with $\lambda=+1$ and $u=m+\tfrac52$, it is $\binom5u\binom22/\binom7{u+2}=(u+1)(u+2)/42=(m+\tfrac72)(m+\tfrac92)/42$. Adding the term with $m\to-m$ for $\lambda=-1$ gives $p_1\propto\tfrac{63}2+2m^2=32,36,44$ for $|m|=\tfrac12,\tfrac32,\tfrac52$. The mean is $112/3$, and the normalized weights are $6/7,\ 27/28,\ 33/28$. These equal $1+d(m)/56$ exactly, so $a_2=\sqrt{336}/56$ and $a_4=0$. For \eqref{eq:p2}, coupling $\tfrac12$ and $2$ to $\tfrac52$ with $\lambda=\pm1$ gives $\binom4{2+\lambda}=4$ in the numerator whenever $m-\lambda=\pm\tfrac12$. For $m=\tfrac12$ and $m=\tfrac32$ only $\lambda=+1$ is allowed, with $4/\binom53=2/5$ and $4/\binom54=4/5$, and for $m=\tfrac52$ neither helicity is. The normalized weights are $1,2,0$, and $b_2=2[1\cdot(-8)+2\cdot(-2)+0]/\sqrt{336}=-24/\sqrt{336}$. Therefore
\begin{equation}
A_{22}=\frac{a_2b_2}6=-\frac{24}{6\cdot56}=-\frac1{14}=-0.07143,\qquad A_{44}=0 .
\end{equation}
The factors $a_2/\sqrt6=0.13363$ and $b_2/\sqrt6=-0.53452$ are the $F_2$ coefficients of the two transitions. The value $-1/14$ belongs to pure multipoles only: a quadrupole admixture in the first transition with amplitude ratio $0.15$, about two per cent in intensity, moves $A_{22}$ to $-0.183$ or $+0.035$ according to its sign, so a real nucleus with these spins needs its own mixing ratio, while $G_{22}$ is unaffected.

With $A_{44}=0$ and point detectors, $P_2=1$ at $180^\circ$ and $-\tfrac12$ at $90^\circ$ give $W(180^\circ)=1+A_{22}G_{22}$ and $W(90^\circ)=1-\tfrac12A_{22}G_{22}$. The difference is $\tfrac32A_{22}G_{22}$ and $W(180^\circ)+2W(90^\circ)=3$, so
\begin{equation}
R(t)=\frac{2\,[W(180^\circ)-W(90^\circ)]}{W(180^\circ)+2W(90^\circ)}=A_{22}G_{22}(t),
\end{equation}
and the factor $e^{-t/\tau}$ cancels in the ratio. At $t=0$, $W(180^\circ)=1-0.07143=0.92857$ and $W(90^\circ)=1.03571$. At $t=10$ ns, $\omega_0t=0.5697$ rad and \eqref{eq:result} gives $G_{22}=0.61251$, so $R=-0.61251/14=-0.04375$, $W(180^\circ)=0.95625$ and $W(90^\circ)=1.02188$. At $20$ ns, $\omega_0t=1.1395$ rad and $G_{22}=0.03204$, and the anisotropy is almost gone, $R=-0.00229$. The minimum falls at $\omega_0t=\arccos0.04673=1.5241$ rad, that is $t=26.75$ ns, where $R=+0.08708/14=+0.00622$ has changed sign. At half period, $55.14$ ns, $R=+0.00204$, and at $110.28$ ns the initial value $-0.07143$ returns. For the time-integrated factor, $\omega_0\tau=56.973\times10^{6}\times100\times10^{-9}=5.6973$, and the terms of \eqref{eq:int} are $0.2$, $(13/35)/(1+5.6973^2)=0.0111$, $(10/35)/(1+4\cdot5.6973^2)=0.00218$ and $(5/35)/(1+9\cdot5.6973^2)=0.00049$, with sum $0.21377$. At this value of $\omega_0\tau$ the integrated factor is close to its limit $1/5$ and changes little with $\omega_0$, so the gradient is better obtained from the time-resolved curve.

The numerical check tests these results by a separate route: it diagonalizes the Cartesian Hamiltonian \eqref{eq:Hcart} in the laboratory frame on a grid of orientations and averages the trace \eqref{eq:W} directly. The Fourier analysis of that average returns $0.2,\ 0.371429,\ 0.285714,\ 0.142857$ with no other component among the sampled frequencies, and \eqref{eq:Wpowder} is asserted at several angles and times both for the cascade above and for a $\tfrac12\to\tfrac52\to\tfrac12$ quadrupole--quadrupole cascade with $A_{22}=2/7$ and $A_{44}=8/21$, in which terms with $k\ne k'$ would show if they survived the average.

\section*{Values computed for the example and the checks}
\begin{verbatim}
inputs: Q = 0.5 b, Vzz = 5.0e+21 V/m^2, tau = 100 ns
levels E/(hbar wQ), |m|=1/2,3/2,5/2: [-8. -2. 10.]
Tr|raw tensor|^2 for q=0,1,2: [336, 224, 224]
|<m+1|{Iz,I+}|m>|^2: [80, 32, 0, 32, 80]
|<m+2|I+^2|m>|^2: [40, 72, 72, 40]
weight from |q|=0 at 0,w0,2w0,3w0: [1/5, 0, 0, 0]
weight from |q|=1 at 0,w0,2w0,3w0: [0, 4/35, 2/7, 0]
weight from |q|=2 at 0,w0,2w0,3w0: [0, 9/35, 0, 1/7]
G22 amplitudes s0..s3 (exact): [1/5, 13/35, 2/7, 1/7]  times 35: [7, 13, 10, 5]
G22 amplitudes, Fourier of powder sum: [0.2      0.371429 0.285714 0.142857]
G44 amplitudes (exact): [1/9, 5/21, 2/7, 23/63]
eQVzz = 250.00 neV
nuQ = 60.450 MHz, wQ = 9.4954 Mrad/s
w1,w2,w3 = 56.973, 113.945, 170.918 Mrad/s
w0/2pi = 9.0675 MHz, period = 110.284 ns
gamma1 weights, m=1/2,3/2,5/2 (mean 1): [6/7, 27/28, 33/28]
gamma2 weights, m=1/2,3/2,5/2 (mean 1): [1, 2, 0]
F2(gamma1) = 0.13363, F2(gamma2) = -0.53452
cascade 7/2-5/2-1/2: A22 = -1/14 = -0.07143, A44 = 0
cascade 1/2-5/2-1/2: A22, A44 = (2/7, 8/21)
t=  0.000 ns w0t=0.0000 rad G22=+1.00000 W180=0.92857 W90=1.03571 R=-0.07143
t= 10.000 ns w0t=0.5697 rad G22=+0.61251 W180=0.95625 W90=1.02188 R=-0.04375
t= 20.000 ns w0t=1.1395 rad G22=+0.03204 W180=0.99771 W90=1.00114 R=-0.00229
t= 26.751 ns w0t=1.5241 rad G22=-0.08708 W180=1.00622 W90=0.99689 R=+0.00622
t= 55.142 ns w0t=3.1416 rad G22=-0.02857 W180=1.00204 W90=0.99898 R=+0.00204
t=110.284 ns w0t=6.2832 rad G22=+1.00000 W180=0.92857 W90=1.03571 R=-0.07143
minimum: cos(w0 t) = 0.04673, t = 26.751 ns, G22 = -0.08708
short-time coefficient of (w0 t)^2: 1.40000
w0*tau = 5.6973
integrated terms n=0..3: [0.2     0.0111  0.00218 0.00049]
time-integrated G22 = 0.21377 (quadrature 0.21377)
hard core: I=5/2 axial 0.20000, I=1 axial 0.60000
eta = 0.5: levels/(hbar wQ) = [-8.7952 -1.3454 10.1407]
eta = 0.5: w1:w2:w3 = 1 : 1.5418 : 2.5418
eta = 0.5: hard core = 0.23733
\end{verbatim}
